# Symmetry Reduction of the Boltzmann Equation in a Magnetic Field

A cubic one-band metal in a field of 10 T along [001] has, in the calculation below, $\sigma_{xy}/\sigma_{xx}=-0.37$. If the same equation is solved after folding the $k$ mesh with all 48 operations of the crystal, $|\sigma_{xy}|/\sigma_{xx}$ is $5\times10^{-17}$. The Hall effect has vanished to rounding error, although the magnetic term is still in the equation. What went wrong shows how the reduction must be built.

## The equation being folded

Electrons have charge $-e$ and obey $\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B)$. The electric field is kept to linear order, phonons stay in equilibrium, and Zeeman shifts, Berry curvature and Landau quantization are left out. Write

$$f_k=f^0_k-e\,w_k\,\mathbf E\cdot\mathbf F_k,\qquad w=-\partial f^0/\partial\varepsilon ,$$

so that $\mathbf F_k$ is a vector mean free path. The terms of the steady-state equation $\dot{\mathbf k}\cdot\nabla_k f=C[f]$ are as follows.

- Electric drift: $-(e/\hbar)\mathbf E\cdot\nabla_k f^0=e\,w_k\,\mathbf E\cdot\mathbf v_k$, because $\nabla_k\varepsilon=\hbar\mathbf v$.
- Magnetic drift: it vanishes on $f^0$ and on $w$, whose gradients lie along $\mathbf v$, since $\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. What remains is $(e^2/\hbar)\,w_k(\mathbf v_k\times\mathbf B)\cdot\nabla_k(\mathbf E\cdot\mathbf F_k)$.
- Collisions: $e\,w_k\sum_{k'}W_{kk'}\,\mathbf E\cdot(\mathbf F_k-\mathbf F_{k'})$, where $f^0_k(1-f^0_k)W_{kk'}$ is the equilibrium flow from $k$ to $k'$. Detailed balance makes $w_kW_{kk'}$ symmetric.

Dividing by $e\,w_k$ and using that $\mathbf E$ is arbitrary gives

$$\mathbf v_k+\frac e\hbar(\mathbf v_k\times\mathbf B)\cdot\nabla_k\mathbf F_k=\sum_{k'}W_{kk'}(\mathbf F_k-\mathbf F_{k'}).\tag{1}$$

The current $-e\,(2/N_kV)\sum_k\mathbf v_k(f_k-f_k^0)$, with cell volume $V$ and two spins, gives

$$\sigma_{ab}=\frac{2e^2}{N_kV}\sum_k w_k\,v_{k,a}F_{k,b}.\tag{2}$$

## Why the Hall response disappeared

For an operation $R$ of the point group $G$, $\mathbf v_{Rk}=R\mathbf v_k$ and $W_{Rk,Rk'}=W_{kk'}$. (With degenerate bands, squared couplings must be summed over the degenerate set; fractional translations contribute only phases, which drop out.) At $\mathbf B=0$, applying $R$ to (1) shows that $R\mathbf F_k$ solves the equation at $Rk$, so $\mathbf F_{Rk}=R\mathbf F_k$.

In a field, cross products obey $R\mathbf a\times R\mathbf b=\det(R)\,R(\mathbf a\times\mathbf b)$. Take $\mathbf B'=\det(R)R\mathbf B$. Then

$$\mathbf v_{Rk}\times\mathbf B'=\det(R)\,(R\mathbf v_k\times R\mathbf B)=\det(R)^2R(\mathbf v_k\times\mathbf B)=R(\mathbf v_k\times\mathbf B).$$

The gradient at $Rk$ is also rotated by $R$, so the scalar operator $(\mathbf v\times\mathbf B)\cdot\nabla_k$ keeps its value, and

$$\mathbf F_{Rk}(\det(R)R\mathbf B)=R\,\mathbf F_k(\mathbf B).\tag{3}$$

This needs a unique solution. A constant $\mathbf F$ can be added to any solution of (1), which expresses particle conservation; if scattering connects all states, requiring $\sum_kw_k\mathbf F_k=0$ removes that freedom. On an $8^3$ mesh with 10 T along [124], relation (3) was tested for all 48 operations. The largest error was $4\times10^{-15}$ of the largest component of $\mathbf F$.

All of $G$ therefore relates solutions, but generally at different fields. The mesh may be folded with

$$G_B=\{R\in G:\ \det(R)R\mathbf B=\mathbf B\}.\tag{4}$$

Inversion survives, as do rotations about $\mathbf B$ and a mirror normal to $\mathbf B$, where $G$ has them. A twofold axis normal to $\mathbf B$, or a mirror containing $\mathbf B$, reverses the field. Imposing $\mathbf F_{Rk}=R\mathbf F_k$ for such operations turns (2) into $\sigma=R\sigma R^{T}$ for the whole cubic group. The twofold rotation about $x$ then gives $\sigma_{xy}=-\sigma_{xy}=0$, which is the rounding-error result above.

Time reversal supplies one more relation in a non-magnetic crystal. The zero-field bands are even in $k$, and reversal combined with detailed balance gives $W_{-k,-k'}=W_{kk'}$. Velocity and gradient both change sign, so the drift operator does not, and $\mathbf F_{-k}(\mathbf B)=-\mathbf F_k(\mathbf B)$. This is what inversion would give, so $-1$ may be added to $G$ when the crystal lacks it. The present model has inversion and cannot test this separately.

The weak-field Hall coefficient is a case in which the full group can still be used. To first order let $\mathbf F_k=\mathbf F^{(0)}_k+\Phi_k\mathbf B$, with $\Phi_k$ a $3\times3$ matrix. Equation (3) gives $\Phi_{Rk}\det(R)R\mathbf B=R\Phi_k\mathbf B$ for every $\mathbf B$, hence

$$\Phi_{Rk}=\det(R)\,R\,\Phi_k R^{T}.$$

The small zero-field wedge can be used again if the nine components of $\Phi$ are stored and rotated as a tensor. At finite field the vector $\mathbf F$ needs the smaller group (4).

## The stencil has a symmetry of its own

On a mesh $\nabla_k$ becomes a sum over neighbour displacements $\mathbf b$, taken in pairs $\pm\mathbf b$:

$$\nabla_k\mathbf F\approx\sum_b\mathbf c_b\mathbf F_{k+b},\qquad \mathbf c_b=S^{-1}\mathbf b,\qquad S=\sum_b\mathbf b\mathbf b^{T}.\tag{5}$$

Since $\sum_b\mathbf c_b\mathbf b^T=S^{-1}S=1$, linear functions are differentiated correctly. Constant and quadratic terms cancel between $\mathbf b$ and $-\mathbf b$, so the error is of second order in the spacing.

The magnetic term is now a matrix $D$ with elements

$$D_{k,k+b}=\mathbf v_k\cdot\mathbf u_b,\qquad \mathbf u_b=\frac e\hbar\,\mathbf B\times\mathbf c_b,$$

because $(\mathbf v\times\mathbf B)\cdot\mathbf c=\mathbf v\cdot(\mathbf B\times\mathbf c)$. An operation survives if $D_{Rk,Rk+Rb}=D_{k,k+b}$, that is, if $R\mathbf v_k\cdot\mathbf u_{Rb}=\mathbf v_k\cdot\mathbf u_b$. The velocities on the mesh span three dimensions, so the condition is

$$\mathbf u_{Rb}=R\,\mathbf u_b\quad\text{for all }\mathbf b\text{ with }\mathbf u_b\neq0,\tag{6}$$

where $R\mathbf b$ must itself belong to the stencil.

For an fcc crystal with lattice constant $a$ and an $N^3$ mesh, the primitive steps are $\mathbf b_1=h(-1,1,1)$, $\mathbf b_2=h(1,-1,1)$ and $\mathbf b_3=h(1,1,-1)$, with $h=2\pi/(aN)$. The obvious choice is central differences along these three. With $\mathbf B\parallel[001]$ the group $G_B$ has eight members: the four rotations about $z$ and their products with inversion. The stencil spoils most of them:

- The quarter turn $(x,y,z)\to(-y,x,z)$ sends $\mathbf b_2$ to $h(1,1,1)$, which is not in the stencil. The inverse turn fails with it.
- The half turn sends $\mathbf b_3$ to $-h(1,1,1)$, also absent.
- The stencil respects inversion, so the product of each failed rotation with inversion fails too.

None of these steps is inactive, because $\mathbf c_2\propto(1,0,1)$ and $\mathbf c_3\propto(1,1,0)$ are not parallel to $\mathbf B$. Two operations remain.

The cure is to include $\pm h(1,1,1)$. The eight neighbours form a complete star, $S=8h^2\,\mathbb 1$ and $\mathbf c_b=\mathbf b/(8h^2)$, so $\mathbf c_{Rb}=R\mathbf c_b$ for every cubic operation. Then

$$\mathbf B\times R\mathbf c_b=\det(R)\,R\,[(R^{-1}\mathbf B)\times\mathbf c_b],$$

and (6) reduces to (4). Counting the operations that leave the matrix $D$ unchanged gives

| Field | full star | primitive pairs |
|---|---:|---:|
| [001] | 8 | 2 |
| [110] | 4 | 4 |
| [111] | 6 | 6 |
| [124] | 2 | 2 |

The [110] row shows why (6) refers to $\mathbf u_b$ and not to the set of neighbours alone. Here $\mathbf c_3\parallel\mathbf B$, so the pair $\pm\mathbf b_3$ drops out. The half turn about [110] reverses $\mathbf b_1$ and $\mathbf b_2$, and it changes $\mathbf c_1$ into $-\mathbf c_1$ plus a vector along $\mathbf B$, which the cross product removes; $\mathbf c_2$ behaves likewise.

A consistent stencil cannot add a symmetry that holds on every mesh: refining the mesh would carry it over to the continuum operator, which obeys (4). It can remove one, and the loss matters. With primitive pairs at $N=12$ and 10 T along [001], folding with the eight operations changes $\mathbf F$ by up to 7% of its largest component, relative to the unfolded solution with the same stencil.

## Solving on the wedge

Choose one representative $i$ from each orbit of $G_B$. A neighbour of $i$ often lies outside the wedge, and its vector must be rotated before it enters the difference. A point on a symmetry axis or plane may be reached from its representative by several operations, so the rotation is averaged:

$$\mathbf F_k=E_k\mathbf F_{i(k)},\qquad E_k=\frac1{n_k}\sum_{R\in G_B,\;Ri=k}R,\tag{7}$$

where $n_k$ is the number of terms. The average projects out components that the operations fixing $i$ forbid. With $\Gamma_i=\sum_kW_{ik}$, equation (1) becomes

$$\Gamma_i\mathbf F_i-\sum_k(W_{ik}+D_{ik})E_k\mathbf F_{i(k)}=\mathbf v_i.\tag{8}$$

The same $E_k$ appears in the scattering sum and in the differences. The full-mesh operator maps fields obeying $\mathbf F_{Rk}=R\mathbf F_k$, $R\in G_B$, into fields of the same kind, so (8) is its restriction and not a further approximation. For 10 T along [001] and $N=12$, the wedge and full-mesh solutions differ by $3\times10^{-15}$ of the largest component. The constant null vector is even in $k$; inversion in $G_B$ excludes it from the wedge problem.

The scattering rates, which are the expensive part of a first-principles calculation, do not know about $\mathbf B$. Their rows are needed only in the zero-field wedge and follow elsewhere from

$$W_{Rj,k'}=W_{j,R^{-1}k'},\qquad R\in G.$$

At $N=12$ this means 72 computed rows for 1728 points, while the unknowns live on 242 points.

The saving in the linear solve can be smaller than the point count suggests. On the full mesh the matrix acts on each Cartesian component separately: it has dimension $N_k$ and three right-hand sides. Rotations mix the components, so (8) has dimension three times the number of wedge points. For [001] that is $3\times242=726$ against 1728, although the rotations about $z$ leave the $z$ component unmixed, so the matrix can be split further into blocks of dimension 484 and 242. For [124] only inversion remains besides the identity. It reverses every component and mixes none, so (8) splits into three identical blocks: at $N=8$ one matrix of dimension 260 with three right-hand sides replaces one of dimension 512.

## Iteration fails before the equation does

The usual iteration divides by $\Gamma$ and treats the rest as a correction:

$$\mathbf F\leftarrow\Gamma^{-1}(\mathbf v+W\mathbf F+D\mathbf F).$$

It converges from a general start if the spectral radius of $\Gamma^{-1}(W+D)$ is below one. In the [001] wedge at $N=12$ the radius is 0.21 without field, 1.22 at 10 T and 12.2 at 100 T. The measured growth of successive updates is 1.22 and 12.2 per step at the two finite fields. Since $D\propto B$, the tenfold rise shows that the drift term controls the radius there. Continuing this proportionality downwards puts the limit near $10/1.22\approx8$ T, an extrapolation for this mesh and these lifetimes.

The divergence belongs to the iteration. The linear system (8) is still solvable at 10 T, and its direct solution supplies the results below. Refining the mesh does not help by itself, because the coefficients of $D$ grow as $1/h$.

## A second symmetry lost to differences

Operations that reverse $\mathbf B$ cannot fold the mesh, but they still constrain the conductivity. Equation (3) gives $\sigma(-\mathbf B)=R\sigma(\mathbf B)R^T$ for them, and Onsager reciprocity, $\sigma(-\mathbf B)=\sigma(\mathbf B)^T$, turns this into a condition at one field.

In the continuum, reciprocity follows because $w\,(\mathbf v\times\mathbf B)\cdot\nabla_k$ is antisymmetric: $\nabla_k\cdot[w(\mathbf v\times\mathbf B)]=0$, as $\nabla_kw\parallel\mathbf v$ and $\nabla_k\times\mathbf v=0$. On the mesh the two elements linking $k$ and $k+b$ are $w_k\mathbf v_k\cdot\mathbf u_b$ and $-w_{k+b}\mathbf v_{k+b}\cdot\mathbf u_b$, which are not generally opposite. The replacement

$$D\to\tfrac12\left(D-w^{-1}D^Tw\right)\tag{9}$$

makes $wD$ antisymmetric. With $A=\Gamma-W-D$, the matrix $wA$ then has a symmetric part independent of $\mathbf B$ and an antisymmetric part odd in $\mathbf B$, so $wA(-\mathbf B)=[wA(\mathbf B)]^T$. Since $\sigma_{ab}\propto(wv_a)^T(wA)^{-1}(wv_b)$ in the space of odd functions, reciprocity holds on any such mesh. Because $w_{Rk}=w_k$, the group of (6) is retained.

At 50 T along [124] and $N=12$, plain differences violate reciprocity by 0.2% of the largest conductivity component; with (9) the violation is $10^{-15}$. The conductivity itself changes by 3.7% on the same scale. This does not show which value is closer to the continuum. Equation (9) contains $w_{k+b}/w_k$, so it needs energy steps between neighbours that are small compared with $k_BT$. At $N=12$ they are not: their mean, weighted with $w$, is about $1.5\,k_BT$. The example therefore demonstrates reciprocity, not accuracy.

## Reading the numbers

The model band is $\varepsilon_k=-t\sum_{\mathbf R}\cos\mathbf k\cdot\mathbf R$ over the 12 nearest neighbours, with $a=0.5$ nm, $t=0.05$ eV, chemical potential $-0.3$ eV and $T=600$ K. One phonon energy $\hbar\Omega=0.05$ eV scatters with

$$W_{kk'}=\frac{2\pi}{\hbar N_k}\frac{|g_q|^2\sqrt{w_{k'}/w_k}}{2\sinh(\hbar\Omega/2k_BT)}\sum_\pm\delta(\varepsilon_{k'}-\varepsilon_k\pm\hbar\Omega).$$

The square root comes from using the geometric mean of the forward and reverse flows, which are equal at resonance; it keeps $w_kW_{kk'}$ symmetric when $\delta$ is a Gaussian, here of width 0.04 eV. The coupling is $|g_q|^2=g_0^2\kappa/(\kappa+s_q)$, with $g_0=0.02$ eV, $\kappa=0.3$ and $s_q$ the neighbour average of $1-\cos\mathbf q\cdot\mathbf R$.

At $B=0$ and $N=12$, dropping $\sum W\mathbf F_{k'}$ gives $2.69\times10^7$ S/m; the full response gives $3.38\times10^7$ S/m, 26% more. For constant $g$ the dropped sum over all $k'$ would vanish, because $\mathbf F$ is odd and the other factors are even in $k'$. (The term $k'=k$, which cancels in (1), is left out of the calculation; this leaves a small remainder that shrinks as the mesh is refined.) The increase therefore comes from the $q$ dependence of the coupling.

At 10 T along [001], with smearing and coupling held fixed:

| $N$ | $\sigma_{xx}$ ($10^7$ S/m) | $\sigma_{xy}$ ($10^7$ S/m) | $R_H$ ($10^{-9}$ m³/C) |
|---:|---:|---:|---:|
| 8 | 3.26 | −1.16 | −0.97 |
| 12 | 2.95 | −1.10 | −1.11 |
| 16 | 2.92 | −1.12 | −1.14 |

Here $R_H=\rho_{yx}/B=\sigma_{xy}/[B(\sigma_{xx}^2+\sigma_{xy}^2)]$. At $N=12$ this is $-1.10\times10^7/[10\,(8.70+1.21)\times10^{14}]=-1.11\times10^{-9}$ m³/C. The last refinement still moves $R_H$ by 3%.

A parabolic band with constant lifetime $\tau$ gives a limit to compare with. Put $F_x=pv_x+qv_y$, $F_y=-qv_x+pv_y$ and $\omega=eB/m$ in (1). Matching $v_x$ and $v_y$ gives $1-\omega q=p/\tau$ and $\omega p=q/\tau$, hence $p=\tau/(1+\omega^2\tau^2)$ and $q=\omega\tau p$. Thus $\sigma_{xy}/\sigma_{xx}=-\omega\tau$, $\sigma_{xx}/\sigma_{xx}(0)=1/(1+\omega^2\tau^2)$ and $R_H=-1/(ne)$. Taking $\omega\tau=0.372$ from the first ratio at $N=12$ predicts 0.878 for the second; the model gives $2.949/3.384=0.871$. Its density, 5.79 nm⁻³, gives $-1/(ne)=-1.08\times10^{-9}$ m³/C. The magnitude of $R_H$ is larger by 3% at $N=12$ and, with the same density, by about 6% at $N=16$. Since $R_H$ still moves by 3% between these meshes, the size of any band effect is not settled here.

The sign and order of the differences were tested separately with constant $\tau=500$ fs, where (1) integrates along the orbit to $\mathbf F_k=\int_{-\infty}^0e^{s/\tau}\mathbf v(\mathbf k(s))\,ds$. At 10 T along [124] the error relative to the largest component falls from 1.7% at $N=8$ to 0.44% at $N=16$, a factor 3.9, as expected for second order.

Set beside real metals, the weighted lifetime of 806 fs is far too long for 600 K; tens of femtoseconds is a rough room-temperature scale. The weak coupling is mainly to blame: the rates grow as $g_0^2$, so $g_0=0.1$ eV instead of 0.02 eV would shorten every lifetime 25 times and bring the weighted mean to 32 fs. With 30 fs and all else fixed, the constant-lifetime scaling lowers $|\sigma_{xy}|/\sigma_{xx}$ from 0.37 to about $0.37\times30/806=0.014$. If all lifetimes shrink in that proportion, the drift part of the spectral radius at 10 T falls to about 0.05 and iteration is safe on this mesh. Clean crystals at low temperature go the other way. Strain can reduce $G$, and tilting $\mathbf B$ off a symmetry direction reduces $G_B$, so both must be determined for the actual geometry before folding. The remaining digits are in the numerical output.

## Numbers as computed

```
lattice constant = 0.50 nm; hopping = 0.050 eV
chemical potential = -0.30 eV; temperature = 600 K
phonon energy = 0.050 eV; smearing = 0.040 eV
coupling = 0.020 eV; screening kappa = 0.30
operations at B=0: 48
B[001]: star 8 ops, primitive 2 ops, wedge 78/512
B[110]: star 4 ops, primitive 4 ops, wedge 150/512
B[111]: star 6 ops, primitive 6 ops, wedge 90/512
B[124]: star 2 ops, primitive 2 ops, wedge 260/512
largest covariance error, 48 operations = 3.8e-15
orbit test lifetime = 500 fs; field = 10 T along [124]
orbit error: N=8 1.700e-02, N=16 4.356e-03
orbit error ratio on halving the spacing = 3.903
N=8: points 512, zero-field wedge 29, field wedge 78
  sigma_xx=3.26490e+07, sigma_zz=3.68714e+07 S/m
  sigma_xy=-1.15904e+07 S/m, R_H=-9.65630e-10 m^3/C
N=12: points 1728, zero-field wedge 72, field wedge 242
  sigma_xx=2.94934e+07, sigma_zz=3.38280e+07 S/m
  sigma_xy=-1.09786e+07 S/m, R_H=-1.10851e-09 m^3/C
N=16: points 4096, zero-field wedge 145, field wedge 554
  sigma_xx=2.92102e+07, sigma_zz=3.37729e+07 S/m
  sigma_xy=-1.12044e+07 S/m, R_H=-1.14474e-09 m^3/C
N=12 wedge/full relative difference = 3.0e-15
N=12 electron density = 5.78691 nm^-3
N=12 free-electron -1/(ne) = -1.07856e-09 m^3/C
N=12 thermally weighted lifetime = 806.013 fs
N=12, B=0 relaxation-time sigma_xx = 2.68664e+07 S/m
N=12, B=0 full-response sigma_xx = 3.38427e+07 S/m
48-operation folding: |sigma_xy|/sigma_xx = 4.7e-17
primitive stencil, 8-operation folding error = 7.248e-02
B=0 T: iteration spectral radius = 0.20705
B=10 T: iteration spectral radius = 1.22234
  measured growth per iteration = 1.22211
B=100 T: iteration spectral radius = 12.22270
  measured growth per iteration = 12.22213
reciprocity test field = 50 T along [124]
reciprocity defect, plain differences = 1.845e-03
reciprocity defect, antisymmetrized = 1.1e-15
relative conductivity change = 3.651e-02
```
